Supercell LAPW bases, folded k points and exact unfolding weights, part 2

A supercell of N primitive cells, with one atom each, is treated with LAPWs at wavevector K. Matrix elements and Fourier sums have shown that its basis is the union of primitive bases at N points k_j, that a perfect supercell has no matrix elements between different k_j, and that any state ψ has a share w_j of its norm at each. These results are now derived again from translations.

Primitive translations are t and supercell translations A. Sums over t take one representative of each class differing by some A. The reciprocal vectors are G (primitive) and g (supercell), and k_j = K + g_j, with one g_j for each set of g differing by some G. Functions at K obey f(r + A) = exp(iK·A) f(r), and ⟨f|h⟩ is integrated over one supercell.

Spheres have centres s and radius R, and ρ is measured from a centre. The LAPW φ_q, with q = k_j + G and |q| ≤ Kmax, is a normalized plane wave outside the spheres. Inside, it has the phase exp(iq·s) and radial functions f_l, built from a radial solution at energy E_l and its energy derivative. Its coefficient in ψ is c_q. The overlap matrix is S, with interstitial plane-wave part Θ. Local orbitals are χ_s. The Fourier weight is w_j = Σ_G |ψ̃(k_j + G)|², where ψ̃(q) is the coefficient of ψ for the normalized plane wave q.

The translation operator and projectors are

(T_t f)(r) = f(r − t),   (18)

P_j = (1/N) Σ_t exp(ik_j·t) T_t.   (19)

The P_j are Hermitian, with P_i P_j = δ_ij P_j and

Σ_j P_j = 1.   (21)

The model example is simple cubic, a = 3 Å, with a constant well 10 eV deep in each sphere of radius 1.3 Å and zero potential outside. It has N = 5, A₁ = a(2, 1, 0), A₂ = a(−1, 2, 0), A₃ = a(0, 0, 1) and Kmax = 4.5 Å⁻¹.

### The union and the blocks again

Let all spheres have the same radius, radial functions and local orbitals. At an interstitial point, φ_q(r − t) is exp(−iq·t) φ_q(r). At r = s + ρ inside a sphere, the point r − t lies at the same ρ in the sphere centred at s − t. The phase changes from exp(iq·s) to exp[iq·(s − t)], and f_l is unchanged. Everywhere, then,

T_t φ_q = exp(−iq·t) φ_q.   (22)

If q belongs to k_j, inserting this in (19) gives P_i φ_q = δ_ij φ_q. A local orbital is carried from site to site, T_t χ₀ = χ_t, so

P_j χ₀ = (1/N) Σ_t exp(ik_j·t) χ_t = N^(−1/2) χ_j,   (23)

where χ_j is the normalized Bloch sum. The projectors divide the supercell space into N subspaces. With the cutoff on |K + g|, the subspace at k_j contains the LAPWs with |k_j + G| ≤ Kmax and the Bloch local orbitals, which is the primitive basis.

For the Hamiltonian let h(f,f′) denote its matrix element, with the kinetic part taken as an integral over gradients. If the potential has the primitive period, translating both functions changes nothing: h(T_t f, T_t f′) = h(f,f′). For f at k_i and f′ at k_j this reads

{exp[i(k_i − k_j)·t] − 1} h(f,f′) = 0.   (24)

The first phase has a plus sign because f enters as its complex conjugate. When i ≠ j, some t makes the bracket nonzero, and h(f,f′) must vanish. The same argument applies to the overlap.

### Weights as expectation values

For a normalized state define

w_j = ⟨ψ|P_j|ψ⟩ = (1/N) Σ_t exp(ik_j·t) ⟨ψ|T_t ψ⟩.   (25)

Because P_j is Hermitian and P_j² = P_j, w_j is the squared norm of P_jψ. It is not negative, and (21) gives Σ_j w_j = 1. If ψ is not normalized, the right side is divided by ⟨ψ|ψ⟩.

To recover the Fourier result, apply P_j to a plane wave in the expansion of ψ. A wave with q = k_i + G is multiplied by exp(−iq·t) under translation, so P_j keeps it for i = j and removes it otherwise. The squared norm of what remains is Σ_G |ψ̃(k_j + G)|². The two derivations therefore define the same weight.

Two limits show what it measures. If ψ is a primitive Bloch state at k_i, then w_j = δ_ij. If ψ is confined to one sphere in each supercell, its translates to other sites do not overlap with it. Only t = 0 contributes to (25), and w_j = 1/N for every j. A state that does not overlap its own translates is spread evenly over the folded points; any such overlap adds the terms with t ≠ 0 in (25) and can make the weights unequal.

In a perfect supercell an eigenstate whose energy occurs at one k_j has weights 0 and 1. If the same energy occurs at k_i and k_j, the combination cos θ ψ_i + sin θ ψ_j is also an eigenstate, with weights cos²θ and sin²θ. These depend on an arbitrary choice. Summed over an orthonormal set spanning the degenerate space, the weight at k_j is the trace of P_j in that space. It equals the number of independent degenerate states at k_j and does not depend on θ.

### The LAPW formula for a defective cell

Suppose one atom is replaced. The spheres keep equal radii and ideal positions, but their potentials and radial functions may differ. The interstitial region still maps onto itself under every t. There P_j keeps the plane waves with q in k_j, and their squared norm is a sum over Θ.

In a sphere, set s′ = s − t:

(P_jψ)(s + ρ) = (1/N) Σ_t exp(ik_j·t) ψ(s − t + ρ)
= exp(ik_j·s) (1/N) Σ_s′ exp(−ik_j·s′) ψ(s′ + ρ).   (26)

The squared modulus is the same in all N spheres. Adding them multiplies the factor 1/N² by N, which leaves 1/N:

w_j = Σ_(q,q′ in k_j) c_q* Θ_qq′ c_q′ + ∫_sphere |N^(−1/2) Σ_s exp(−ik_j·s) ψ(s + ρ)|² d³ρ.   (27)

The wavefunction in the second term includes all local orbitals. Written in spherical harmonics, ψ(s + ρ) = Σ_lm R_lm^s(ρ) Y_lm(ρ̂), that term becomes

Σ_lm ∫₀^R |N^(−1/2) Σ_s exp(−ik_j·s) R_lm^s(ρ)|² ρ² dρ.

It needs overlaps between the radial functions of different spheres, although these functions never overlap in the supercell itself. The projection moves them onto the same sphere before they are added.

Formula (27) is exact for the given ψ. It does not remove errors of ψ due to the basis or the potential. If atoms are displaced or radii differ, a translation can carry an interstitial point into a sphere, and (27) no longer follows. The definition (25) and the Fourier sum remain valid, with translations of the chosen reference lattice.

### When a block norm is enough

Let c_j contain the coefficients belonging to k_j, with local orbitals in Bloch form. If every basis function obeys (22) or (23), then P_jψ is the part of the expansion with coefficients c_j, and

w_j = c_j† S_jj c_j.   (28)

This needs a translation-symmetric basis, not a translation-symmetric potential. A defect potential may mix the blocks and (28) still holds.

Radial functions adapted to the defect break the condition. Write an LAPW as φ_q = φ_q^h + δ_q, where φ_q^h has host functions in every sphere and δ_q is the change in the defect sphere. If q belongs to k_j, then (1 − P_j)φ_q^h = 0. The norm lost from k_j is

‖(1 − P_j)φ_q‖² = ‖δ_q‖² − ⟨δ_q|P_j|δ_q⟩ = (1 − 1/N)‖δ_q‖².   (29)

The last step is the one-sphere limit found above. The loss is of second order in δ_q for a single function. For an eigenstate, normalization reads

1 = Σ_j c_j† S_jj c_j + Σ_(i≠j) c_i† S_ij c_j,   (30)

and the second sum has no reason to vanish when the basis is not translation symmetric. Squared LAPW coefficients are a further step away: they also omit the overlaps within a block and the local orbitals.

### One deeper well in five

In the model cell the well at one site is deepened from 10 to 16 eV, with radial functions adapted to it. Energies are measured from the interstitial potential. The lowest state lies at −6.287 eV, which is 2.219 eV below the lowest perfect-cell energy, −4.068 eV. Formula (27) gives its weights at k₀ to k₄:

0.496 + 0.091 + 0.118 + 0.128 + 0.167 = 1.000.

About half of the norm remains at k₀, the point with the lowest host energy. The other weights lie below the value 1/5 of a state confined to one sphere, so this state is neither a single Bloch wave nor confined to the defect sphere. The fifth state, at −0.749 eV, keeps 0.795 of its norm at k₁. These values belong to a periodic array with one defect in every five cells, not to an isolated defect. They also belong to the basis with Kmax = 4.5 Å⁻¹. A larger basis lowers the first state by about 0.013 eV, to −6.30 eV, which is 2.23 eV below the perfect cell, and the fifth by about 0.008 eV. The weights quoted change by up to 0.001.

Formula (27) was tested against the definition (25) by evaluating ψ on a mesh in real space and shifting it. For the five lowest states the largest difference in a weight is 1 × 10⁻⁷. Fourier sums on the same mesh agree equally well. The mesh is commensurate with the translations, so those two evaluations are equivalent to each other, but both are independent of the sphere integrals in (27).

The block norms of the lowest state are

0.505 + 0.099 + 0.126 + 0.136 + 0.176 = 1.042.

By (30), the overlaps between blocks contribute −0.042. For the five lowest states the largest error of a block norm, relative to a total weight of 1, is 0.010. For normalized squared LAPW coefficients it is 0.024.

For the LAPW with the shortest wavevector, the lost fraction of the norm is 0.00175, both from the projector matrix and from the shifted function. With N = 5, (29) gives

‖δ_q‖²/‖φ_q‖² = 0.00175/(1 − 1/5) = 0.0022.

A control calculation keeps the deeper well but uses host radial functions in every sphere. The loss vanishes, and block norms agree with the translation definition to 8 × 10⁻⁸. The defect potential alone therefore does not cause a block-norm error; radial functions that differ between sites are needed. The potential still affects the size of the error, because the cross terms in (30) contain the coefficients of two blocks, which it mixes. The blocks are nevertheless coupled in the control. Between two Bloch local orbitals, the extra potential of −6 eV acts on one of five sites, each carrying 1/5 of the norm. The element has magnitude 6/5 = 1.2 eV, which is also the largest coupling found.

The control's lowest energy is −6.293 eV, 0.006 eV below that of the adapted basis. Adapting the radial functions to the defect therefore did not lower this energy. Neither trial space contains the other, so the variational principle does not fix their order. The choice of numbers also favours the host functions for this state. In a constant well the radial functions depend only on the sum of E_l and the depth. Host functions built at E_l = 0 eV in a 10 eV well therefore solve the radial equation of the 16 eV well at 10 − 16 = −6 eV, about 0.3 eV from this state. The adapted functions, also built at E_l = 0 eV, are linearized about 6.3 eV above it. The order found here is thus a feature of this example, not a general rule.

### What each derivation assumes

Both derivations need a reference lattice commensurate with the supercell, a common K, and an inner product that includes the spheres. For the basis to be the union of primitive bases, both use equal sphere settings and the same wavevectors in the two calculations, which a cutoff on the full wavevector ensures.

The first derivation uses more detail. Its matrix elements were written for spherical potentials in the spheres and zero potential outside. In return, it shows that each block is numerically the primitive matrix, with the factors of N cancelled. Its weight formula assumes nothing about sphere geometry, but requires Fourier components beyond the LAPW cutoff.

For basis functions that each belong to one k_j, the second derivation needs only h(T_t f, T_t f′) = h(f,f′) to remove the coupling between blocks. It therefore covers nonspherical and nonlocal potentials with the primitive period. This symmetry alone does not ensure that a block is the desired primitive basis. A cutoff on |g| also gives a translation-symmetric LAPW set, because each function obeys (22), yet its blocks with g_j ≠ 0 generally contain different wavevectors from primitive bases cut off on |G|. The block zeros survive in that case, while the equality of the finite-basis spectra is no longer guaranteed.

For the weights, the projector route needs no symmetry of ψ or of its potential. Equal radii and ideal sites enter when (25) is reduced to (27), and a translation-symmetric basis enters when it is reduced further to (28). The numerical output following this text gives the weights of all five states and the errors of each reduction.

Values computed for the example and the checks

```
lattice constant 3.00 angstrom; sphere radius 1.30 angstrom
cutoff 4.50 1/angstrom; R*cutoff 5.850; lmax 10
well depths: host 10.0 eV, defect 16.0 eV
energy parameters: LAPW 0.0 eV, LO 60.0 eV
primitive cells N = 5; supercell LAPWs 205; local orbitals 5
K in units of 2pi/a: 0.0600 0.0800 0.1000
k_0 (2pi/a): 0.0600 0.0800 0.1000; LAPWs 38; lowest energy -4.0680 eV
k_1 (2pi/a): 0.4600 0.2800 0.1000; LAPWs 43; lowest energy -0.4430 eV
k_2 (2pi/a): -0.1400 0.4800 0.1000; LAPWs 41; lowest energy -1.2125 eV
k_3 (2pi/a): 0.2600 -0.3200 0.1000; LAPWs 43; lowest energy -1.7136 eV
k_4 (2pi/a): -0.3400 -0.1200 0.1000; LAPWs 40; lowest energy -2.3236 eV
wavevectors mismatched if cutoff acts on g and G: 60
perfect cell, largest off-block overlap: 1.7e-15
perfect cell, largest off-block Hamiltonian element: 3.6e-14 eV
largest supercell-primitive energy difference: 1.6e-12 eV
largest LAPW-plane-wave lowest-band difference: 0.00352 eV
perfect cell, five lowest energies (eV): -4.0680 -2.3236 -1.7136 -1.2125 -0.4430
perfect cell, smallest dominant weight: 1.0000000000
defect cell: energy and exact weights at k_0 ... k_4
state 1: -6.2871 eV; weights 0.4961 0.0909 0.1181 0.1277 0.1672; sum 1.000000
state 2: -3.3524 eV; weights 0.4862 0.0360 0.0741 0.1070 0.2968; sum 1.000000
state 3: -2.1117 eV; weights 0.0117 0.0212 0.0460 0.4439 0.4773; sum 1.000000
state 4: -1.5184 eV; weights 0.0058 0.0482 0.5988 0.2935 0.0537; sum 1.000000
state 5: -0.7489 eV; weights 0.0041 0.7952 0.1633 0.0283 0.0091; sum 1.000000
state 1 weights from translated wavefunction: 0.4961 0.0909 0.1181 0.1277 0.1672
state 1 weights from full Fourier sums: 0.4961 0.0909 0.1181 0.1277 0.1672
state 1 block norms: 0.5047 0.0989 0.1264 0.1361 0.1760 ; sum 1.0421
state 1 normalized squared LAPW coefficients: 0.4724 0.0990 0.1239 0.1345 0.1702
largest error, formula against translations: 1.1e-07
largest error, formula against Fourier sums: 1.1e-07
largest grid normalization error: 5.9e-06
largest block-norm weight error, five states: 0.0099
largest squared-coefficient weight error, five states: 0.0238
weight lost by shortest-q LAPW, defect radial functions: 0.001751
same loss from translated function: 0.001751
same loss with host radial functions: 0.0e+00
control, largest off-block Hamiltonian element: 1.2000 eV
control, five lowest energies (eV): -6.2929 -3.3526 -2.1117 -1.5184 -0.7488
control, state 1 block norms: 0.4958 0.0909 0.1182 0.1277 0.1673
control, largest block-norm error against translations: 7.6e-08
```
